# Comparing Heat Conduction in Atomic Sheets When Thickness Conventions Differ

**The argument under review**

The manuscript compares two suspended monolayers, A and B, in the regime of MoS2. Both bridges have length \(L=5\) µm and width \(w=2\) µm, and both carry heat across a temperature difference \(\Delta T=10\) K near 300 K. The measured heat flows are 160 nW for A and 112 nW for B. The conductivity of A is reported as 64.5 W/(m K), that of B as 90.3 W/(m K). The authors conclude that B is the better heat conductor and ask what in its preparation made it so.

Yet at equal length, width and temperature difference, A carries more heat. Before a cause is sought for the superiority of B, one must ask what the measurement determines and what was added to it afterwards.

**What the heat flow determines**

Let \(x\) run along the bridge and \(z\) across the sheet. Represent the sheet by any in-plane conductivity profile \(\kappa(z)\), and let \(\kappa_\perp(z)\) be the conductivity across it. The end faces are held at \(T_h\) and \(T_c=T_h-\Delta T\), and no heat leaves through the top and bottom. In the steady state

\[
\frac{\partial}{\partial x}\!\left(\kappa\frac{\partial T}{\partial x}\right)+\frac{\partial}{\partial z}\!\left(\kappa_\perp\frac{\partial T}{\partial z}\right)=0 .
\]

Try \(T=T_h-\Delta T\,x/L\). It has the right end values. It does not depend on \(z\), so the second term and the flux through the faces vanish. The first term vanishes because \(\kappa(z)\,\Delta T/L\) does not depend on \(x\). With fixed end temperatures the solution is unique, so this is the temperature. The heat flow is the flux density integrated over the cross-section:

\[
Q=w\int\kappa(z)\,\frac{\Delta T}{L}\,dz=\frac{Kw\,\Delta T}{L},
\qquad K\equiv\int\kappa(z)\,dz .
\]

The sheet conductance \(K\) has the unit W/K (the italic letter is the conductance, the upright one the kelvin). Solving for it gives

\[
K=\frac{QL}{w\,\Delta T},
\]

in which no thickness appears. For the two samples,

\[
K_A=\frac{160\ \text{nW}\times 5}{2\times 10\ \text{K}}=40\ \text{nW/K},\qquad
K_B=\frac{112\ \text{nW}\times 5}{2\times 10\ \text{K}}=28\ \text{nW/K}.
\]

A conductivity arises only when a thickness \(d\) is chosen and \(\kappa=K/d\) is formed. A monolayer has no sharp upper and lower surface that would dictate \(d\).

**Where the ranking went wrong**

The authors used the interlayer spacing of the bulk crystal, 0.62 nm, for A, and the distance between the two sulfur planes, 0.31 nm, for B. Hence

\[
\kappa_A=\frac{40\ \text{nW/K}}{0.62\ \text{nm}}=64.5\ \frac{\text{W}}{\text{m K}},\qquad
\kappa_B=\frac{28\ \text{nW/K}}{0.31\ \text{nm}}=90.3\ \frac{\text{W}}{\text{m K}} .
\]

Both divisions are correct, but their comparison is not a comparison of the sheets. In general

\[
\frac{\kappa_A}{\kappa_B}=\frac{K_A}{K_B}\,\frac{d_B}{d_A}.
\]

Suppose A has the larger conductance, \(K_A/K_B>1\). The conductivities show the opposite order when the right-hand side is below one, that is, when

\[
1<\frac{K_A}{K_B}<\frac{d_A}{d_B}.
\]

Here \(K_A/K_B=1.43\) and \(d_A/d_B=2\), so the order is reversed. With 0.62 nm for both samples, B has 45.2 W/(m K) and the ratio returns to 1.43. The data show no superiority of B that its preparation would have to explain.

**Why "use the interlayer spacing throughout" is not a complete remedy**

For two samples of one material, any common \(d\) cancels from the ratio. For different materials, a common rule does not give a common number. Take a graphene-like sheet with \(K=800\) nW/K and spacing 0.34 nm, so that \(\kappa=2353\) W/(m K). Compared with A,

\[
\frac{K_{\rm gr}}{K_A}=20,\qquad
\frac{\kappa_{\rm gr}}{\kappa_A}=\frac{2353}{64.5}=36.5 .
\]

Both sheets were given their own interlayer spacing, yet the ratios differ by the factor \(0.62/0.34\approx1.8\).

The second ratio is not meaningless; it answers another question. A stack of total thickness \(H\) contains \(H/c\) layers of spacing \(c\). If the layers conduct independently and in parallel, the stack has conductance \(KH/c\). The ratio 36.5 therefore compares stacks of equal thickness, and the ratio 20 compares single sheets. The manuscript should say which is meant.

**Calculated conductivities**

The manuscript also quotes conductivities calculated in a periodic box that contains one sheet and empty space. Such a value is an average over the box height \(h\), so that \(\kappa_{\rm box}=K/h\). Solving the conduction equation above for a sheet with \(K=40\) nW/K and a Gaussian profile \(\kappa(z)\) of standard deviation 0.08 nm gives mean conductivities of 50.0, 25.0 and 16.7 W/(m K) for box heights of 0.8, 1.6 and 2.4 nm. The product with the height is 40.0 nW/K each time. A calculated value must be multiplied by the height used in its own calculation before it is compared with a measured \(K\) or with a value from a box of another height.

**The claimed dependence on layer number**

The authors further assign to \(N\) layers the thickness \((N-1)c+d_1\), with \(c=0.62\) nm and \(d_1=0.31\) nm, and infer that the conductivity falls as layers are added. Consider first equal layers that do not alter one another's conduction, all contacted at both ends. Each has the same linear temperature profile, so no heat passes between them and their flows add: \(K_N=NK\). The assigned thickness then gives

\[
\kappa_N=\frac{NK}{(N-1)c+d_1}.
\]

With the conductance of A this is 129 W/(m K) for one layer, 86.0 for two and 67.9 for ten, tending to \(K/c=64.5\) for many. The whole decline comes from the thickness formula, since the conductance per layer was held fixed. With thickness \(Nc\) the result is 64.5 W/(m K) for every \(N\). Real layers may scatter one another's phonons; that effect should be sought in \(K_N/N\).

The addition rule also assumes that every layer is contacted. Suppose that in a bilayer only the top layer, with temperature \(T_1\), touches the end contacts, while the ends of the bottom layer are insulated. Let \(g_i\) be the interlayer conductance per area, and place \(x=0\) at the middle. Heat balance in each layer reads

\[
KT_1''=g_i(T_1-T_2),\qquad KT_2''=-g_i(T_1-T_2).
\]

Adding the two gives \(T_1''+T_2''=0\). The total heat flow per width, \(J=Q/w\), is thus constant, and \(T_1'+T_2'=-J/K\). Subtracting them gives, for \(\delta=T_1-T_2\),

\[
\delta''=m^2\delta,\qquad m^2=\frac{2g_i}{K}.
\]

At both ends \(T_2'=0\), so \(T_1'=-J/K\) and \(\delta'=-J/K\). Equal slopes at \(x=\pm L/2\) exclude the \(\cosh\) part of the solution, whose slope is odd. What remains is

\[
\delta=-\frac{J}{Km}\,\frac{\sinh mx}{\cosh(mL/2)} .
\]

Since \(T_1=\tfrac12[(T_1+T_2)+\delta]\), the drop along the top layer is

\[
\Delta T=\frac12\left[\frac{JL}{K}+\frac{2J}{Km}\tanh\frac{mL}{2}\right]
=\frac{JL}{2K}\left[1+\frac{\tanh(mL/2)}{mL/2}\right],
\]

and therefore

\[
K_{\rm eff}=\frac{JL}{\Delta T}=\frac{2K}{1+\dfrac{\tanh(mL/2)}{mL/2}} .
\]

For \(mL\to0\) the bracket tends to 2 and \(K_{\rm eff}\to K\): the heat has no room to reach the lower layer. For \(mL\gg1\) the result tends to \(2K\). With \(g_i=5\) GW/(m² K), roughly the bulk cross-plane conductivity divided by the spacing, \(1/m\) is 2 nm, and the 5 µm bridge has \(K_{\rm eff}=1.998K\). This value is too high for a single van der Waals gap: the soft interlayer vibrations, at roughly 1 to 2 THz, can carry at most some tenths of a GW/(m² K). With \(g_i=0.1\) GW/(m² K), \(1/m\) is 14 nm and \(K_{\rm eff}=1.989K\); with 0.02 GW/(m² K), \(1/m\) is 32 nm and \(K_{\rm eff}=1.975K\). Incomplete contacting costs about 1 % or less at this length, within this model, which applies Fourier's law over a length \(1/m\) shorter than the mean free path estimated below.

**The transient data**

The authors present a diffusivity as a check on the conductivity of A. With heat capacity per area \(c_s\), energy balance gives

\[
c_s\frac{\partial T}{\partial t}=K\frac{\partial^2T}{\partial x^2},\qquad D=\frac{K}{c_s}.
\]

Deviations from the steady profile vanish at both ends. The slowest one is \(\sin(\pi x/L)\,e^{-t/\tau}\), with \(x\) now measured from one end. Inserting it gives \(c_s/\tau=K\pi^2/L^2\), or \(\tau=L^2/(\pi^2D)\). With a rough \(c_s=1.23\) mJ/(m² K), sample A has \(D=0.325\) cm²/s and \(\tau=78\) ns. No thickness enters here either.

A thickness enters when \(D\) is multiplied by the volumetric heat capacity of the bulk, \(C_V=c_s/c=1.98\) MJ/(m³ K). The product \(DC_V=K/c\) is the conductivity that belongs to the interlayer spacing. To recover the conductance one must multiply by that same spacing. Multiplying by 0.31 nm instead gives 20 nW/K, half the correct value.

**What the sheet conductance does not settle**

I recommend that \(K\) be reported, but it is free only of the thickness choice. It remains a property of a given sample at a given temperature, and its extraction needs \(w\), \(L\) and control of the following effects, sized here for sample A.

*Contacts.* Beyond each edge of the free span the sheet rests on a pad over a length \(\ell=1\) µm, with conductance \(g\) per area to the pad. Let \(\theta\) be the temperature difference between pad and sheet at distance \(y\) from the edge. If the pad has a uniform temperature and the supported part of the sheet has the same \(K\) as the free span, then \(K\theta''=g\theta\), with \(\theta'=0\) at the far end of the sheet, so that

\[
\theta=\theta_0\,\frac{\cosh[(\ell-y)/L_H]}{\cosh(\ell/L_H)},\qquad L_H=\sqrt{K/g}.
\]

All the heat passing the edge has crossed the interface:

\[
J=\int_0^{\ell}g\theta\,dy=g\theta_0L_H\tanh\frac{\ell}{L_H}.
\]

Using \(g=K/L_H^2\), this becomes \(\theta_0=(J/K)\,L_H\coth(\ell/L_H)\). Each contact acts as an added length \(L_H\coth(\ell/L_H)\). For a rough \(g=20\) MW/(m² K), \(L_H=45\) nm and the two contacts add 89 nm. For a sheet whose true conductance is 40 nW/K, ignoring them would give \(40\times5/5.089=39.3\) nW/K. Weaker contacts matter more: with \(g=1\) MW/(m² K) they add 400 nm, and the result would be 37.0 nW/K. With \(R=\Delta T/Q\), two bridges of different length with equal contacts remove the error:

\[
K=\frac{L_2-L_1}{(wR)_2-(wR)_1}.
\]

*Heat loss from the faces.* Let \(h_t\) be the loss coefficient of both faces together, and let the surroundings be at the cold-end temperature. The excess temperature \(\vartheta\) obeys \(K\vartheta''=h_t\vartheta\), so

\[
\vartheta=\Delta T\,\frac{\sinh[\mu(1-x/L)]}{\sinh\mu},\qquad \mu=L\sqrt{\frac{h_t}{K}} .
\]

The slopes at \(x=0\) and \(x=L\) show that the heat flow is multiplied by \(\mu\coth\mu\approx1+\mu^2/3\) at the hot end and by \(\mu/\sinh\mu\approx1-\mu^2/6\) at the cold end. Black faces radiating to distant surroundings give \(h_t=8\sigma T^3=12.25\) W/(m² K), where \(\sigma\) is the Stefan–Boltzmann constant. The hot-end flow is then too large by 0.26 %. This is an upper bound for far-field radiation only where ray optics holds; the bridge is smaller than the thermal wavelength of about 10 µm, so here it serves as an estimate. Residual air at \(10^{-5}\) Torr contributes less than 0.0001 %.

*Ballistic transport.* Fourier's law requires \(L\) to be much longer than the phonon mean free path \(\lambda\). For an estimate, give all acoustic phonons one speed \(v\) and one \(\lambda\), with heat capacity \(c_{\rm ac}\) per area. Averaging \(\cos^2\) over directions in the plane gives \(K=c_{\rm ac}v\lambda/2\). Without scattering, the forward-moving phonons give a conductance per width

\[
G_b=c_{\rm ac}v\int_{-\pi/2}^{\pi/2}\cos\phi\,\frac{d\phi}{2\pi}=\frac{c_{\rm ac}v}{\pi},
\qquad \frac{K}{G_b}=\frac{\pi\lambda}{2}.
\]

Three classical acoustic branches and a rough \(v=2000\) m/s give \(\lambda\approx84\) nm. Joining the two limits by \(1/K_{\rm eff}=1/K+1/(G_bL)\), an interpolation and not a derived law, lowers the apparent conductance by about 2.6 % at 5 µm. Multiplied by \(L\), the added term is independent of length, so within this interpolation, with its single mean free path, the two-bridge slope removes it as well. For \(L\) comparable with \(\lambda\), \(K_{\rm eff}\) depends strongly on length and is no longer a property of the sheet alone.

*Side edges.* A phonon that leaves a rough edge at the angle \(\phi\) to the bridge axis has lost its share of the current and regains it over a distance \(\lambda|\sin\phi|\) across the width. Weighting the lost fraction \(\lambda|\sin\phi|/w\) with \(\cos^2\phi\) gives, for fully diffuse edges and \(\lambda\ll w\), a lowering of \(K\) by \(4\lambda/(3\pi w)\), which is 1.8 % here. Smooth edges give less. This effect depends on the width, not on the length, so the two-bridge slope does not remove it.

*Smaller effects.* If \(K\propto1/T\), the heat flow gives the average of \(K\) over the temperature interval from \(T_c\) to \(T_h\). This average exceeds the value at the mean temperature by the fraction \((\Delta T/T)^2/12\), to leading order, which is 0.009 %. For electrons at a rough density of \(10^{12}\) cm⁻² and mobility of 50 cm²/(V s), the Wiedemann–Franz law with the Lorenz number of a metal gives 0.15 % of the heat. At this density and 300 K the electrons are not degenerate; for an energy-independent scattering time their Lorenz number is then about \(2(k_B/e)^2\) instead of \((\pi^2/3)(k_B/e)^2\), which lowers the share to about 0.09 %.

**Relation to real samples**

Room-temperature conductivities of monolayer MoS2 are roughly some tens to a hundred W/(m K), and those of suspended graphene roughly a few thousand, so the values used here are not far from typical. Among the assumptions that real bridges break are perfect contacts and purely diffusive transport. In the estimates above, both lower the apparent \(K\). Added, they give about 4 %, but they overlap: a Boltzmann solution with one mean free path, in which the pads absorb and re-emit phonons at the rate set by \(g\), gives about 3 %. Diffuse side edges would add up to about 2 %. Both parts are rough: the contact estimate applies Fourier's law over the length \(L_H\), which is shorter than the estimated \(\lambda\), and the ballistic estimate uses one mean free path where real phonons have a wide range. If, for example, the contributions to the same \(K\) were spread evenly over the logarithm of the mean free path from 10 nm to 1 µm, the ballistic part would be about 6 % instead of 2.6 %, the slope from bridges of 3 and 5 µm would still be low by about 0.7 %, and diffuse side edges would lower \(K\) by about 4.5 %. An error in the width enters in full: a width overestimated by 5 % makes \(K\) too small by about 5 %. For contacts as good as assumed here, these corrections are small beside the factor of 2 between the two thickness conventions.

**Requested changes**

The statement that B conducts heat better than A should be withdrawn; the measured heat flows give A an apparent conductance 1.43 times that of B. The ratio for the sheets themselves can differ from this value through contact resistance, ballistic transport, edge scattering and errors in the widths. Equal contacts alone do not make the two ratios exactly equal, because the length that a contact adds depends on \(K\). The tables should list \(K\) in nW/K, and each conductivity should carry the thickness used to form it. The layer-number trend should be re-examined as \(K_N/N\), and comparisons between materials should state whether they concern single sheets or stacks of equal thickness. The main values used in this report are listed in the numerical output.

## Computed values

```
Bridge length L: 5 um
Bridge width w: 2 um
Temperature difference: 10 K
Mean temperature: 300 K
Heat flow, sample A: 160 nW
Heat flow, sample B: 112 nW
Sheet conductance K, A: 40 nW/K
Sheet conductance K, B: 28 nW/K
Thickness used for A (interlayer spacing): 0.62 nm
Thickness used for B (S-S plane distance): 0.31 nm
Reported conductivity, A: 64.52 W/(m K)
Reported conductivity, B: 90.32 W/(m K)
Conductivity of B with the thickness of A: 45.16 W/(m K)
Ratio K_A/K_B: 1.429 (no unit)
Ratio kappa_A/kappa_B as reported: 0.7143 (no unit)
Graphene-like sheet conductance: 800 nW/K
Graphene-like interlayer spacing: 0.34 nm
Graphene-like conductivity: 2353 W/(m K)
Graphene-like to A, ratio of K: 20 (no unit)
Graphene-like to A, ratio of kappa: 36.47 (no unit)
Box height 0.8 nm: mean kappa 50.00 W/(m K), K 40.00 nW/K
Box height 1.6 nm: mean kappa 25.00 W/(m K), K 40.00 nW/K
Box height 2.4 nm: mean kappa 16.67 W/(m K), K 40.00 nW/K
Interlayer conductance (rough): 5 GW/(m2 K)
Two layers, top contacted, K_eff/K at 10 nm: 1.434 (no unit)
Two layers, top contacted, K_eff/K at L: 1.9984 (no unit)
N = 1 layers: kappa 64.5 (thickness N c), 129.0 ((N-1)c + d1) W/(m K)
N = 2 layers: kappa 64.5 (thickness N c), 86.0 ((N-1)c + d1) W/(m K)
N = 10 layers: kappa 64.5 (thickness N c), 67.9 ((N-1)c + d1) W/(m K)
Heat capacity per area: 1.229 mJ/(m2 K)
Volumetric heat capacity with interlayer spacing: 1.982 MJ/(m3 K)
Diffusivity, A: 0.3255 cm2/s
Slowest decay time, A: 77.82 ns
Wrong K: bulk heat capacity paired with 0.31 nm: 20 nW/K
Sheet-to-pad conductance (rough): 20 MW/(m2 K)
Contact decay length L_H: 44.72 nm
Extra length from both contacts: 89.44 nm
K from one bridge, contacts ignored: 39.3 nW/K
K from 3 um and 5 um bridges: 40 nW/K
Radiation bound, both faces: 12.25 W/(m2 K)
Hot-end error from radiation (bound): 0.26 %
Hot-end error from air at 1e-5 Torr: 6.5e-05 %
Phonon group speed (rough): 2000 m/s
Mean free path estimate: 84 nm
Ballistic lowering of K at L (estimate): 2.6 %
Error from K ~ 1/T across the bridge: 0.0093 %
Electron density (rough): 1e+12 per cm2
Electron mobility (rough): 50 cm2/(V s)
Electronic share of K: 0.15 %
```
